Line-End Stress under Sinusoidal Current: the Inverse-Square-Root Frequency Law

**1. The form of the answer**

A metal line begins at x = 0, where no atoms can pass, and extends far to the right. An alternating current pushes its atoms back and forth, and stress builds up at the blocked end. Section 2 shows that, in a linear model, three quantities determine this stress: the peak driving gradient G0 (stress per length), the stress diffusivity κ (length² per time) and the angular frequency ω (per time). Let the amplitude be a number times G0ᵃ κᵇ ωᶜ. Stress can be given its own unit here, so

stress: a = 1
length: −a + 2b = 0, so b = 1/2
time: −b − c = 0, so c = −1/2

The amplitude is therefore a pure number times G0 √(κ/ω). The argument fails if another length or time enters. A line length L would allow an arbitrary function of ωL²/κ, and the time since switch-on would allow one of ωt. The theorem supplies the number and the phase; Section 4 treats the line length, and the theorem's proof and Section 5 treat the time since switch-on.

**2. The model**

Tension is positive. The current density j is counted positive when electrons flow towards +x, and Z > 0 is the magnitude of the effective charge number, so positive j drives atoms away from the blocked end. The assumptions are:

(i) Stress and flux are uniform over the cross-section.
(ii) The atomic diffusivity D, resistivity ρ, temperature T and effective modulus B are constant.
(iii) Vacancies are everywhere in equilibrium with the local stress.
(iv) The surroundings confine the line, and no void opens.

**Lemma 1.** With

G(t) = eZρ j(t)/Ω and κ = DBΩ/(kT),

where Ω is the atomic volume, the hydrostatic stress σ(x,t) obeys

∂σ/∂t = κ ∂/∂x (∂σ/∂x + G), with ∂σ/∂x + G = 0 at x = 0. (1)

*Proof.* Adding an atom to metal under tension releases the work Ωσ, so the chemical potential is μ0 − Ωσ. Its negative gradient is a force Ω ∂σ/∂x, directed towards greater tension. The electron wind adds eZρj. With mobility D/(kT) and 1/Ω atoms per volume, the atomic flux is

J = [D/(ΩkT)] (Ω ∂σ/∂x + eZρj) = [D/(kT)] (∂σ/∂x + G).

In a confined line the loss of atoms causes tension: dσ = −B dC/C, where C ≈ 1/Ω is the atomic concentration. Conservation of atoms, ∂C/∂t = −∂J/∂x, then gives

∂σ/∂t = −BΩ ∂C/∂t = BΩ ∂J/∂x = (DBΩ/kT) ∂/∂x (∂σ/∂x + G).

The blocked end requires J = 0 there, which is the second part of (1). ∎

Since G is uniform along the line, ∂G/∂x = 0 and the interior equation is plain diffusion, ∂σ/∂t = κ ∂²σ/∂x². The current acts through the end condition alone. A uniform initial stress satisfies the equation without current and merely adds to the result; it is set to zero below.

**Lemma 2.** If a half-infinite line is free of stress at t = 0 and its stress vanishes far from the end, then

σ(0,t) = √(κ/π) ∫₀ᵗ G(t−s) s^(−1/2) ds. (2)

*Proof.* Let a hat denote the Laplace transform with variable p. The diffusion equation becomes p σ̂ = κ ∂²σ̂/∂x². Its decaying solution is σ̂ = a exp(−x√(p/κ)), and the end condition gives a√(p/κ) = Ĝ. Hence σ̂(0,p) = Ĝ(p) √(κ/p). Substituting s = y²,

∫₀^∞ exp(−ps) s^(−1/2) ds = 2 ∫₀^∞ exp(−py²) dy = √(π/p), (3)

so p^(−1/2) is the transform of (πs)^(−1/2). A product of transforms corresponds to a convolution, which is (2). ∎

**3. The theorem**

**Theorem.** Let a half-infinite line satisfying (i) to (iv) be free of stress at t = 0 and then carry j0 cos(ωt). With G0 = eZρj0/Ω, the end stress tends at long times to

σ(0,t) = A cos(ωt − π/4), A = G0 √(κ/ω). (4)

At fixed j0 and fixed material properties, the amplitude falls as ω^(−1/2).

*Proof.* First find the periodic state. Put σ = Re[S exp(iωt − qx)]. The diffusion equation requires iω = κq². Since √i = (1+i)/√2, the root that decays into the line is

q = (1+i) √(ω/(2κ)) = (1+i)/δ, δ = √(2κ/ω).

The end condition is −qS + G0 = 0. As |q| = √(ω/κ) and the phase of q is π/4,

S = G0/q = G0 √(κ/ω) exp(−iπ/4).

The real part at x = 0 is (4), and inside the line

σ(x,t) = A exp(−x/δ) cos(ωt − x/δ − π/4).

It remains to show that the end stress approaches its value in this state. In (2), write the integral from 0 to t as the integral from 0 to ∞ minus the part beyond t. By (3), continued to p = iω, the full integral is

G0 √(κ/π) Re[exp(iωt) √(π/(iω))] = G0 √(κ/ω) cos(ωt − π/4),

which is the periodic stress again. In the part beyond t put s = t + u, so that cos(ω(t−s)) = cos(ωu). One integration by parts gives

∫₀^∞ cos(ωu) (t+u)^(−1/2) du = (1/(2ω)) ∫₀^∞ sin(ωu) (t+u)^(−3/2) du,

because the boundary terms vanish. A second integration by parts turns the integral on the right into

t^(−3/2)/ω − (3/(2ω)) ∫₀^∞ cos(ωu) (t+u)^(−5/2) du.

The last term is at most t^(−3/2)/ω in magnitude, so the whole right-hand integral is at most 2t^(−3/2)/ω. Multiplying by 1/(2ω) and by G0 √(κ/π), the departure from (4) is at most

G0 √(κ/π) / (ω² t^(3/2)) = A / [√π (ωt)^(3/2)],

which tends to zero. ∎

**Remark 1: why the exponent is one half.** Integrate (1) over the line. The bracket vanishes at the blocked end and equals G far away, so d/dt ∫σ dx = κG(t). The missing metal, expressed as a thickness, is u = (1/B) ∫σ dx, and its periodic part has amplitude

u0 = κG0/(ωB).

A shorter half-period moves less metal, in proportion to 1/ω. This deficit occupies a depth of order √(κ/ω), which also shrinks. The stress is of order B u0/√(κ/ω) = G0 √(κ/ω): one power of ω is lost through the amount moved, and half a power is regained through the smaller depth.

**4. Finite length**

**Proposition.** If both ends of a line of length L are blocked, the periodic stress at x = 0 has complex amplitude

S_L = (G0/q) tanh(qL/2). (5)

*Proof.* The slope must equal −G0 at both ends. Try S(x) = a sinh(q(L/2 − x)), whose slope is −aq cosh(q(L/2 − x)). The hyperbolic cosine is even, so both conditions give a = G0/[q cosh(qL/2)]. Setting x = 0 yields (5). Any second solution would differ from this one by a profile with zero slope at both ends, which requires sinh(qL) = 0 and hence a real, non-positive q². Here q² = iω/κ is imaginary, so the solution is unique. ∎

For slow current, tanh z ≈ z − z³/3 gives

S_L ≈ (G0L/2) [1 − iωL²/(12κ)].

The stress gradient then has time to balance the electron wind, and the amplitude has the plateau G0L/2, independent of frequency. For fast current, tanh z = 1 − 2e^(−2z)/(1 + e^(−2z)), and |exp(−qL)| = exp(−L/δ). The complex amplitude therefore differs from that of the theorem by a relative correction of magnitude about 2 exp(−L/δ). The two limiting laws cross where √(κ/ω) = L/2, that is, at

f = 2κ/(πL²).

Between the limits the amplitude is not simply the smaller of the two. With z = (1+i)L/(2δ), the identity for |tanh z|² gives

|S_L|²/A² = [cosh(L/δ) − cos(L/δ)] / [cosh(L/δ) + cos(L/δ)]. (6)

Whenever cos(L/δ) is negative, the finite line has a larger end stress than the half-infinite one.

**5. Starting phase and direct current**

**Remark 2: a sine start.** If the current starts as j0 sin(ωt), the periodic part becomes A sin(ωt − π/4), but the transient fades more slowly. Now sin(ω(t−s)) = −sin(ωu), so removing the part of the integral beyond t adds

G0 √(κ/π) ∫₀^∞ sin(ωu) (t+u)^(−1/2) du ≈ G0 √(κ/π) / (ω√t) = A/√(πωt).

The approximation keeps the boundary term of one integration by parts. The cause can be seen in the displaced metal. Integrating κG/B from t = 0 gives u = u0 (1 − cos ωt), which has the mean u0, whereas a cosine start gives u = u0 sin ωt, with mean zero. The mean deficit spreads from the wall by diffusion and leaves the end stress B u0/√(πκt), which is the same offset.

**Remark 3: direct current.** For constant G0, (2) gives

σ(0,t) = 2G0 √(κt/π),

as long as the other end is not felt. After one period, t = 2π/ω, this is 2√2 A. Reversal of the current limits the stress because it returns the metal, and any imbalance between the two directions escapes this protection. Since the model is linear, a constant component rj0 simply adds its own stress, which in a line with two blocked ends settles at rG0L/2 whatever the frequency of the alternating part.

**6. A worked example**

Consider a passivated on-chip interconnect line in an accelerated electromigration test. The parameters are round and roughly typical of such a test: T = 573 K, D = 10⁻¹¹ cm²/s, B = 30 GPa, Ω = 0.012 nm³, Z = 1, ρ = 4 μΩ cm, peak current density 1 MA/cm² and L = 100 μm. The frequency is 1 mHz.

The product BΩ is 2.25 eV and kT is 0.0494 eV, so BΩ/(kT) is about 45.5. Multiplying by D gives κ = 0.0455 μm²/s. The peak electric field is ρj0 = 4 V/cm, and division of eZρj0 by Ω gives G0 = 5.34 MPa/μm. With ω = 6.283 × 10⁻³ rad/s,

√(κ/ω) = √(0.0455/0.006283) μm = 2.69 μm
A = 5.34 × 2.69 MPa = 14.4 MPa
δ = √2 × 2.69 μm = 3.81 μm
u0 = 2.69² × 5.34/30000 μm = 1.29 nm

An oscillation of about a nanometre of metal thus produces a stress of 14 MPa. The stress peaks one eighth of a period, or 125 s, after the current.

The conservation law was also solved numerically for the line with two blocked ends, starting from zero stress with a cosine current. In the sixth period the end stress had an amplitude of 14.37 MPa and a lag of 45.0°, as the theorem requires. Numerical solutions for the periodic state at 1, 10 and 100 mHz gave 14.37, 4.545 and 1.437 MPa, with a fitted exponent of −0.500.

The inverse-square-root law fails at low frequency. The plateau is 5.34 × 50 = 267 MPa, and the limiting laws cross at 2.9 μHz. At 0.1 μHz the numerical amplitude is 267 MPa, while the half-infinite formula would give 1437 MPa. At 10 μHz the numerical value, 163 MPa, lies 13% above the half-infinite value of 144 MPa. Equation (6) accounts for this: δ is 38.1 μm there, so L/δ = 2.63, its cosine is −0.87 and its hyperbolic cosine is 6.96, and the amplitude ratio is √(7.83/6.09) = 1.13. These low-frequency values are results of the model and need not be reached in a real line. Assumption (iv) excludes voids, but a flaw of radius R can grow once the tension exceeds about 2γ/R, where γ is the surface energy. For R = 50 nm and an assumed γ of 1 to 1.7 J/m², this is only 40 to 70 MPa. Assumption (ii) is strained as well: at 267 MPa the ratio Ωσ/(kT) is 0.4, so the stress would change D noticeably. This matters little for the end stress, because the plateau G0L/2 follows from zero flux and does not contain D. With D proportional to exp(Ωσ/kT), the peaks stay at 267 MPa at 0.1 μHz and shift by only about 1% at 10 μHz.

The start also matters. With a sine current the highest stress in the first period is 19.3 MPa, 34% above A. After six periods the predicted offset is 1.32 MPa, and the numerical solution agrees. A direct current of the same peak density would reach 40.7 MPa in one period. A constant component of only 1% would eventually add 2.7 MPa in this line, which is more than the alternating amplitude of 1.44 MPa at 100 mHz.

**7. The model and a real line**

One neglected effect is thermal stress. If heat leaves straight down through 1 μm of dielectric with conductivity 1 W/(m K), a line 0.2 μm high warms by j0²ρ × height × thickness/conductivity = 0.80 K at peak current. This is an upper estimate for a single layer of lines, because heat also spreads sideways around a narrow line. An isolated line 0.1 μm wide releases 0.08 W/m at peak current. Treated as a wire of radius r ≈ 0.09 μm at height H = 1.1 μm in a thick dielectric, it warms by only (0.08 W/m) ln(2H/r)/(2π × 1 W/(m K)) ≈ 0.04 K. For an expansion mismatch of 15 ppm/K, the estimate 3B × mismatch × warming gives 1.1 MPa, or 7.5% of A, for the upper estimate and about 0.4% of A for the isolated line. It is compressive if the metal expands more than its surroundings. Heating follows j², so this stress has a constant part and a part at 2ω; it alters the peaks of the total stress rather than its component at ω.

With an activation energy of 0.9 eV, the upper estimate of 0.80 K raises D by 2.6% at peak current. Since A ∝ √D, a constant rise of that size would change A by about 1.3%. The actual rise follows cos²(ωt) and changes the component at ω by about 1.0%. Stress also alters D. Taking D proportional to exp(Ωσ/kT), the exponent reaches 0.022 at σ = A. A nonlinear numerical solution then shows the peak tension lowered by 0.3% and the peak compression raised by 0.3% in the sixth period, each relative to the linear solution. These shifts are still growing slowly at that time and settle near 0.35% after some tens of periods.

The uncertainty in D matters more than any of these corrections. In a real line D depends strongly on interfaces and grain structure, and it varies along the line, contrary to assumption (ii). A uniform D ten times smaller would reduce A from 14.4 to 4.5 MPa. Variations of D along the line would also create stress away from the ends, which this model omits.

The example's frequency is far below that of operating circuits, and the law cannot simply be extrapolated to them. At 1.4 Hz the depth δ has shrunk to the assumed line width of 0.1 μm. Where interfaces or grain boundaries carry most of the atoms, stress can no longer be taken as uniform across the line, and assumption (i) becomes doubtful. At 1 GHz the formula would give δ ≈ 0.004 nm, less than the size of an atom, so its stress amplitude has no continuum meaning there. For this line the inverse-square-root law is therefore a result for frequencies well above 3 μHz and well below about 1 Hz, after the starting transient has faded and provided no void opens. The amplitude is within 1% of the law only above about 30 μHz. Below about 40 to 130 μHz it exceeds the flaw threshold of 70 to 40 MPa estimated in Section 6, so a line with such a flaw may follow the law only above that range. The numerical output below lists the values used.

Computed values

```
Temperature: 573 K
Atomic diffusivity: 1.0e-11 cm2/s
Effective modulus: 30 GPa
Atomic volume: 0.012 nm3
Effective charge number (magnitude): 1.0
Resistivity: 4.0 uohm cm
Peak current density: 1.0 MA/cm2
Line length: 100 um
Line width, height: 0.1, 0.2 um
Frequency: 1.0 mHz
Angular frequency: 6.2832e-03 rad/s
Thermal energy kT: 0.04938 eV
Stress diffusivity kappa: 0.04551 um2/s
Driving gradient G0: 5.3406 MPa/um
Length sqrt(kappa/w): 2.6912 um
Decay depth sqrt(2 kappa/w): 3.8059 um
Stress amplitude, formula: 14.372 MPa
Stress amplitude, time simulation: 14.371 MPa
Lag, time simulation: 45.00 degrees
Amplitude ratio at decay depth, simulation: 0.3679
Displaced thickness amplitude, formula: 1.2893 nm
Displaced thickness amplitude, simulation: 1.2893 nm
f = 1e-07 Hz: simulated 267.005 MPa, long-line formula 1437.247 MPa
f = 1e-06 Hz: simulated 264.591 MPa, long-line formula 454.498 MPa
f = 1e-05 Hz: simulated 162.999 MPa, long-line formula 143.725 MPa
f = 1e-04 Hz: simulated 45.460 MPa, long-line formula 45.450 MPa
f = 1e-03 Hz: simulated 14.372 MPa, long-line formula 14.372 MPa
f = 1e-02 Hz: simulated 4.545 MPa, long-line formula 4.545 MPa
f = 1e-01 Hz: simulated 1.437 MPa, long-line formula 1.437 MPa
Log-log slope, 1 mHz to 100 mHz, simulation: -0.5000
Low-frequency plateau G0 L/2: 267.03 MPa
Crossing frequency of asymptotes: 2.897 uHz
Direct current, one period, formula: 40.651 MPa
Direct current, one period, simulation: 40.651 MPa
Sine start, highest stress in first period: 19.291 MPa
Sine start, offset after 6 periods, formula: 1.321 MPa
Sine start, offset, simulation: 1.319 MPa
Neglected: Omega*A/(kT) = 2.18 %
  resulting change of peak tension: -0.30 %
  resulting change of peak compression: 0.30 %
Dielectric thickness 1.0 um, conductivity 1.0 W/(m K)
Activation energy 0.9 eV, expansion mismatch 15 ppm/K
Neglected: Joule heating at current peak: 0.80 K
  resulting rise of diffusivity: 2.57 %
  resulting thermal stress, size: 1.08 MPa
  thermal stress over amplitude: 7.5 %
Frequency where depth equals line width: 1.45 Hz
```
